# Anisotropic Momentum Relaxation by Screened Impurities in a Germanium-Like Valley

## Problem

Hartree atomic units are used ($\hbar=e=m_e=1$). An electron moves in one ellipsoidal valley,

$$E=\frac{k_t^2}{2m_t}+\frac{k_l^2}{2m_l},\qquad r=\frac{m_l}{m_t}=20,$$

a round value for a germanium valley; $k_l$ lies along the valley axis and $k_t$ is the length of the transverse part. Impurities of unit charge and density $n_i$ scatter independently, elastically and within the valley. The Born approximation holds, with

$$V(q)=\frac{4\pi}{\epsilon(q^2+q_s^2)},\qquad \eta=\frac{q_s^2}{2m_tE}.$$

Weak screening means $\eta\ll1$.

(a) Reduce the Boltzmann equation to a problem on the unit sphere and define $\tau_l$ and $\tau_t$.
(b) Estimate both times with the simplest trial function.
(c) For $\eta\to0$, decide whether $\tau_l/\tau_t$ exceeds ten.
(d) At what screening does the ratio pass ten, and what happens to the mobility anisotropy $K=\mu_t/\mu_l$?
(e) Evaluate the case $m_l=1.6$, $m_t=0.08$, $\epsilon=16$, $kT=10^{-3}$ hartree, with electron and impurity densities both $n=10^{-11}\,a_0^{-3}$.

## Hints

1. Rescale each wave-vector component by the square root of its mass. The energy surface becomes a sphere and the anisotropy moves into $q^2$.
2. The collision operator is symmetric and non-negative, so the Cauchy–Schwarz inequality gives a variational principle.
3. The difference of two independent random unit vectors has an isotropic direction.
4. At weak screening, expand the trial function for small deflections. The longitudinal equation can then be integrated once. For the transverse one, a bound is enough.

## Solution

### (a) The problem on the sphere

Let $p=\sqrt{2E}$ and $k_i=\sqrt{m_i}\,p\,u_i$ with $|\mathbf u|=1$. For two states of equal energy, with $\Delta\mathbf u=\mathbf u-\mathbf u'$,

$$q^2+q_s^2=m_tp^2D,\qquad D=|\Delta\mathbf u_t|^2+r\,\Delta u_z^2+\eta .$$

The golden rule gives the rate $2\pi n_i|V|^2\delta(E-E')$, summed over $d^3k'/(2\pi)^3$. Here $d^3k'=m_t\sqrt{m_l}\,p'^2dp'\,d\Omega'$ and $\delta(E-E')=\delta(p-p')/p$. Writing $d\Omega'=4\pi$ times the angular average $\langle\ \rangle'$, the prefactor is

$$2\pi n_i\,\frac{16\pi^2}{\epsilon^2m_t^2p^4}\,\frac{m_t\sqrt{m_l}\,p}{8\pi^3}\,4\pi
=\frac{16\pi n_i\sqrt{m_l}}{\epsilon^2m_tp^3}\equiv\Gamma_0 .$$

The collision operator is therefore $\Gamma_0\Lambda$, with

$$\Lambda\phi=\left\langle\frac{\phi(\mathbf u)-\phi(\mathbf u')}{D^2}\right\rangle' .$$

For a force $\mathbf F$, the linearized steady equation is $\mathbf F\cdot\mathbf v\,f_0'=-\Gamma_0\Lambda f_1$, where $f_0'=df_0/dE$ and $v_i=pu_i/\sqrt{m_i}$. It is solved by

$$f_1=-\frac{f_0'}{\Gamma_0}\sum_i\frac{F_ip}{\sqrt{m_i}}\,\phi_i,\qquad \Lambda\phi_i=u_i .$$

The current along $i$ contains $\langle u_i\phi_i\rangle/\Gamma_0$ where a simple relaxation time would give $\tau_i\langle u_i^2\rangle=\tau_i/3$. Hence

$$\tau_i=\frac{t_i}{\Gamma_0},\qquad t_i=3\langle u_i\phi_i\rangle .$$

Exchanging $\mathbf u$ and $\mathbf u'$ shows that

$$\langle\phi\Lambda\phi\rangle=\tfrac12\left\langle\!\left\langle\frac{(\phi-\phi')^2}{D^2}\right\rangle\!\right\rangle\ge0 .$$

The Cauchy–Schwarz inequality for this quadratic form reads

$$\langle u_i\phi\rangle^2=\langle\phi_i\Lambda\phi\rangle^2\le\langle\phi_i\Lambda\phi_i\rangle\langle\phi\Lambda\phi\rangle=\frac{t_i}{3}\langle\phi\Lambda\phi\rangle .$$

Thus

$$t_i=\max_\phi\frac{3\langle u_i\phi\rangle^2}{\langle\phi\Lambda\phi\rangle}. \tag{1}$$

### (b) One harmonic

Insert $\phi=u_i$, for which $\langle u_i^2\rangle=1/3$. Write $\Delta\mathbf u=\sqrt x\,\mathbf n$. The cosine $c$ of the angle between two random unit vectors is uniform on $[-1,1]$, so $x=2-2c$ is uniform on $[0,4]$; $\mathbf n$ is isotropic. Then $D=gx+\eta$ with $g=1+(r-1)n_z^2$. Substituting $y=gx+\eta$,

$$\frac14\int_0^4\frac{x\,dx}{(gx+\eta)^2}
=\frac1{4g^2}\int_\eta^{\eta+4g}\frac{y-\eta}{y^2}\,dy=\frac{H(b)}{4g^2},$$

$$H(b)=\ln(1+b)-\frac b{1+b},\qquad b=\frac{4g}{\eta}.$$

Equation (1) gives the estimate

$$\frac1{t_i^{(1)}}=\frac38\left\langle\frac{n_i^2H(4g/\eta)}{g^2}\right\rangle. \tag{2}$$

Each $t_i^{(1)}$ is a lower bound on $t_i$, but a quotient of two lower bounds bounds nothing. Part (c) therefore needs better functions.

Equation (2) shows the origin of the anisotropy. For the same $|\Delta\mathbf u|$, a displacement along the axis requires $r$ times the $q^2$ of a transverse one, and the screened Coulomb potential is weaker there. The factor $g^{-2}$ suppresses the collisions that relax longitudinal momentum.

### (c) The weak-screening limit

Let $\theta,\beta$ be the polar and azimuthal angles of $\mathbf u$, $z=\cos\theta$ and $s=\sin\theta$. A small deflection of length $\delta$ at angle $\alpha$ to the $\theta$ direction changes $u_z$ by $-s\delta\cos\alpha$, so

$$D=\delta^2(a\cos^2\alpha+\sin^2\alpha)+\eta,\qquad a=z^2+rs^2 .$$

The trial function changes by $\delta(\phi_\theta\cos\alpha+\phi_\beta\sin\alpha/s)$, where subscripts on $\phi$ denote derivatives. The average over $\mathbf u'$ is $(4\pi)^{-1}\int\delta\,d\delta\,d\alpha$. For $\sqrt\eta\ll\delta\ll1$ the radial integrand is $1/\delta$, which yields $\tfrac12\ell$ with $\ell=\ln(1/\eta)$. The ends of this range add terms that stay finite as $\ell$ grows.

The angular integrals follow from

$$\int_0^{2\pi}\frac{d\alpha}{A\cos^2\alpha+B\sin^2\alpha}=\frac{2\pi}{\sqrt{AB}} .$$

Applying $-\partial_A$ and $-\partial_B$, then setting $A=a$, $B=1$, gives $\pi a^{-3/2}$ for the numerator $\cos^2\alpha$ and $\pi a^{-1/2}$ for $\sin^2\alpha$, both over the squared denominator. The cross term is odd in $\alpha$ and vanishes. The total factor is $\frac12\cdot\frac1{4\pi}\cdot\pi\cdot\frac\ell2=\ell/16$:

$$\langle\phi\Lambda\phi\rangle\simeq\frac\ell{16}\left\langle a^{-3/2}\phi_\theta^2+\frac{a^{-1/2}\phi_\beta^2}{s^2}\right\rangle. \tag{3}$$

*Longitudinal time.* Here $\phi$ depends on $\theta$ alone. The operator belonging to (3) turns $\Lambda\phi=\cos\theta$ into

$$-\frac{\ell}{16s}\frac{d}{d\theta}\left(sa^{-3/2}\phi_\theta\right)=\cos\theta .$$

Multiply by $s$ and integrate from the pole, where the bracket vanishes for a regular solution. Since $\int_0^\theta\sin\theta'\cos\theta'\,d\theta'=s^2/2$, we get $\phi_\theta=-(8/\ell)\,s\,a^{3/2}$. Using $\langle u_z\phi\rangle=\langle\phi\Lambda\phi\rangle$,

$$t_l\simeq3\,\frac\ell{16}\,\frac{64}{\ell^2}\langle s^2a^{3/2}\rangle=\frac{12}\ell\langle s^2a^{3/2}\rangle. \tag{4}$$

*Transverse time.* By symmetry $\phi=G(\theta)\cos\beta$ for the source $u_x=s\cos\beta$, so $\langle u_x\phi\rangle=\frac12\langle sG\rangle$. Dropping the non-negative $\phi_\theta^2$ term in (3) lowers the denominator of (1) and can only raise its maximum. What remains is $(\ell/32)\langle a^{-1/2}G^2/s^2\rangle$. Cauchy–Schwarz gives

$$\langle sG\rangle^2=\left\langle s^2a^{1/4}\cdot\frac{a^{-1/4}G}{s}\right\rangle^2\le\langle s^4a^{1/2}\rangle\left\langle\frac{a^{-1/2}G^2}{s^2}\right\rangle,$$

and therefore

$$t_t\le3\cdot\frac14\cdot\frac{32}\ell\langle s^4a^{1/2}\rangle=\frac{24}\ell\langle s^4a^{1/2}\rangle. \tag{5}$$

Divide (4) by (5) and use $a=rs^2+z^2$:

$$\lim_{\eta\to0}\frac{\tau_l}{\tau_t}\ge\frac{\langle s^2a^{1/2}\,a\rangle}{2\langle s^4a^{1/2}\rangle}
=\frac r2+\frac{\langle s^2z^2a^{1/2}\rangle}{2\langle s^4a^{1/2}\rangle}>\frac r2. \tag{6}$$

For $r=20$ the limiting ratio exceeds ten. In units of $16/\ell$, equation (4) gives 33.43 and the bound (5) gives 3.309, so the ratio is at least 10.10. Keeping the dropped term and solving numerically gives $t_t=2.898$ and a limiting ratio of 11.54.

### (d) Finite screening and mobility anisotropy

At finite $\eta$ the full operator is needed. Expand $\phi=\sum_jc_j\psi_j$ and set

$$B_{jk}=\tfrac12\left\langle\!\left\langle\frac{\Delta\psi_j^*\,\Delta\psi_k}{D^2}\right\rangle\!\right\rangle,\qquad S_j=\langle u_i\psi_j\rangle .$$

Maximizing (1) gives $B\mathbf c\propto\mathbf S$ and $t_i=3\,\mathbf S^TB^{-1}\mathbf S$. Since $D$ is unchanged when both vectors are inverted and $u_i$ is odd, odd harmonics suffice: $P_j(z)$ for $i=l$, and the real part of $(u_x+iu_y)P_j'(z)$ for $i=t$. The pair average runs over $x$, $\mathbf n$ and a unit vector $\mathbf e\perp\mathbf n$, with

$$\mathbf u,\mathbf u'=\sqrt{1-x/4}\,\mathbf e\pm\tfrac12\sqrt x\,\mathbf n .$$

Nine harmonics were used. A direct grid solution of $\Lambda\phi_i=u_i$ at $\eta=0.002$ agrees within the test tolerance of 0.2%, relative to the harmonic result.

At fixed energy $\mu_i=\tau_i/m_i$, so

$$K=\frac{\mu_t}{\mu_l}=\frac{r}{\tau_l/\tau_t}.$$

A single relaxation time for both directions would give $K=r=20$.

| $\eta$ | ratio from (2) | full ratio | full $K$ |
|---|---|---|---|
| $1$ | 7.02 | 7.13 | 2.80 |
| $10^{-1}$ | 9.54 | 9.36 | 2.14 |
| $10^{-2}$ | 10.63 | 10.12 | 1.98 |
| $10^{-4}$ | 11.49 | 10.68 | 1.87 |
| $10^{-8}$ | 12.03 | 11.06 | 1.81 |

The full ratio passes ten at $\eta=0.0168$, or $q_s\approx0.13\sqrt{2m_tE}$. Equation (2) would put the crossing at 0.047. "Weak screening" thus has a definite meaning here: at $\eta=0.1$ the ratio is still below ten. The approach to 11.54 is slow because the terms neglected in (3) are smaller than the leading one by a factor of order $1/\ell$.

Weakly screened impurity scattering reduces the anisotropy from 20 to about 2 because the heavy direction also has the long relaxation time. This $K$ belongs to one valley. The sum over equally populated, cubic-equivalent valleys is a second-rank tensor with cubic symmetry, hence isotropic.

### (e) Numerical case

For nondegenerate electrons, a weak potential energy $U$ changes the density by $-nU/kT$. Poisson's equation then gives

$$q_s^2=\frac{4\pi n}{\epsilon kT}=\frac{4\pi\times10^{-11}}{16\times10^{-3}}=7.854\times10^{-9}\,a_0^{-2}.$$

At $E=3kT=0.003$ hartree, $2m_tE=4.8\times10^{-4}$, so $\eta=1.64\times10^{-5}$, well below the threshold. The rate scale is

$$\Gamma_0=\frac{16\pi\times10^{-11}\sqrt{1.6}}{16^2\times0.08\times(0.006)^{3/2}}=6.68\times10^{-8}.$$

The full solution gives $t_l=39.38$ and $t_t=3.647$. Hence

$$\tau_l=\frac{39.38}{6.68\times10^{-8}}=5.89\times10^8,\qquad
\tau_t=\frac{3.647}{6.68\times10^{-8}}=5.46\times10^7,$$

or about 14.3 ns and 1.32 ns. Their ratio is 10.8 and $K=20/10.8=1.85$. Equation (2) gives 30.70 and 2.634: each time is too short, by 22% and 28% of the full value, and the ratio comes out as 11.7.

For the thermal mobility, the density of states contributes $E^{1/2}$, the mean square velocity $E$, and $-f_0'$ the factor $e^{-E/kT}$. With $w=E/kT$,

$$\mu_i=\frac{\bar\tau_i}{m_i},\qquad \bar\tau_i=\frac{\int_0^\infty w^{3/2}e^{-w}\tau_i\,dw}{\int_0^\infty w^{3/2}e^{-w}\,dw}.$$

The averages are $\bar\tau_l=5.07\times10^8$ and $\bar\tau_t=4.69\times10^7$. Division by 1.6 and 0.08 gives $\mu_l=3.17\times10^8$ and $\mu_t=5.87\times10^8$, or $1.35\times10^7$ and $2.50\times10^7$ cm²/(V s). The thermal anisotropy is again 1.85.

These mobilities contain impurity scattering alone; phonons, intervalley scattering and the short-range impurity core are left out. In real germanium at this temperature, 316 K, phonons dominate and hold the mobility to a few thousand cm²/(V s). Thermally generated electrons and holes would also be comparable in number to the impurities, so equal electron and impurity densities are an assumption of the model. Two further assumptions are strained. The Coulomb parameter $1/(\epsilon v_i)$, with $v_i=\sqrt{2E/m_i}$, should be small for the Born approximation. It is 0.23 across the axis but 1.02 along it. The screening length is also 2.4 times the spacing $n^{-1/3}$, so the impurity potentials overlap and independent scattering is doubtful. The numbers evaluate the model and do not predict a sample.

## Variation 1: strong screening

*What happens to the ratio for $\eta\to\infty$, and how large must $\eta$ be?*

When $\eta$ dominates $D$, $\Lambda\phi=\phi/\eta^2$ for odd $\phi$, since $\langle\phi'\rangle'=0$. Both times equal $\eta^2/\Gamma_0$, the ratio is 1 and $K=r$.

For the first correction, write $\Lambda=\eta^{-2}(1+M/\eta)$, so that $\Lambda^{-1}\simeq\eta^2(1-M/\eta)$. To this order $\langle u_i\Lambda^{-1}u_i\rangle$ needs the single element $\langle u_iMu_i\rangle$, which (2) already contains. For small $b$, $H=b^2/2-2b^3/3+\dots$, so

$$\frac1{t_i}\simeq\frac1{\eta^2}-\frac{16\langle n_i^2g\rangle}{\eta^3}.$$

With $\langle n_z^4\rangle=1/5$ and $\langle n_x^2n_z^2\rangle=1/15$,

$$\frac{\tau_l}{\tau_t}\simeq1+\frac{16}\eta(r-1)\left(\frac15-\frac1{15}\right)=1+\frac{32(r-1)}{15\,\eta}.$$

For $r=20$ the correction is $40.5/\eta$. Isotropic relaxation therefore needs $\eta\gg40$; at $\eta=1$ the ratio is still 7.13.

## Variation 2: a very large mass ratio

*Take $\eta\to0$ first and then $r\to\infty$. Does $K$ grow with $r$?*

Equation (6) already gives $K<2$ for every $r>1$. To find the limit, use the function that saturates the inequality before (5), $G=s^3a^{1/2}$, as a trial function in the full form (3). The bound (5) is then reduced at most by the factor $1/(1+\rho)$, where

$$\rho=\frac{\langle a^{-3/2}G_\theta^2\rangle}{\langle a^{-1/2}G^2/s^2\rangle},\qquad
G_\theta=z\left[3s^2a^{1/2}+\frac{(r-1)s^4}{a^{1/2}}\right].$$

Because $(r-1)s^2\le a$, $|G_\theta|\le4s^2a^{1/2}$. With $a\ge rs^2$, the numerator of $\rho$ is at most $16\langle s^3\rangle/\sqrt r$. The denominator is $\langle s^4a^{1/2}\rangle\ge\sqrt r\,\langle s^5\rangle$. Since $\langle s^3\rangle=3\pi/16$ and $\langle s^5\rangle=5\pi/32$,

$$\rho\le\frac{16}{r}\cdot\frac65=\frac{19.2}r\to0 .$$

The bound (5) becomes sharp. The second term in the equality of (6) stays finite as $r$ grows, so $\tau_l/\tau_t\to r/2$ in leading order and $K\to2$. However elongated the valley, the limit $\eta\to0$ leaves a mobility anisotropy below two in this model. At finite $\eta$ it can exceed two, as the table in (d) shows at $\eta=0.1$. At $r=20$ the limiting value is 1.73.

## Computed results

```
longitudinal mass: 1.600 electron masses
transverse mass: 0.080 electron masses
mass ratio: 20.000
dielectric constant: 16.00
thermal energy: 1.0000e-03 hartree
temperature: 315.8 K
electron and impurity density: 1.0000e-11 a0^-3
same density: 6.7483e+13 cm^-3
example energy 3kT: 3.0000e-03 hartree
inverse screening length squared: 7.8540e-09 a0^-2
screening length: 11283.79 a0
screening length/impurity spacing: 2.4310
example eta: 1.6362e-05
Coulomb parameter 1/(epsilon v_l): 1.0206
Coulomb parameter 1/(epsilon v_t): 0.2282
rate scale Gamma_0: 6.67995e-08 atomic units
one-harmonic reduced tau_l: 30.70079
one-harmonic reduced tau_t: 2.63378
one-harmonic example ratio: 11.6566
full reduced tau_l: 39.37728
full reduced tau_t: 3.64747
full tau_l at 3kT: 5.89485e+08 atomic units
full tau_t at 3kT: 5.46032e+07 atomic units
full tau_l at 3kT: 14258.9590 ps
full tau_t at 3kT: 1320.7884 ps
full example tau_l/tau_t: 10.7958
example K at 3kT: 1.8526
limit tau_l without common factor: 33.42875
limit tau_t without common factor: 2.89793
upper bound on limit tau_t: 3.30916
lower bound on limiting ratio: 10.10190
full limiting ratio: 11.5354
limiting K: 1.7338
eta 1e+00: one-harmonic ratio 7.0232, full ratio 7.1349, K 2.8031
eta 1e-01: one-harmonic ratio 9.5438, full ratio 9.3559, K 2.1377
eta 1e-02: one-harmonic ratio 10.6338, full ratio 10.1179, K 1.9767
eta 1e-03: one-harmonic ratio 11.1735, full ratio 10.4720, K 1.9099
eta 1e-04: one-harmonic ratio 11.4886, full ratio 10.6816, K 1.8724
eta 1e-06: one-harmonic ratio 11.8392, full ratio 10.9223, K 1.8311
eta 1e-08: one-harmonic ratio 12.0297, full ratio 11.0570, K 1.8088
one-harmonic threshold eta for ratio ten: 4.7046e-02
full threshold eta for ratio ten: 1.6779e-02
density at full threshold, E=3kT: 1.0255e-08 a0^-3
same threshold density: 6.9202e+16 cm^-3
thermal mean tau_l: 5.06952e+08 atomic units
thermal mean tau_t: 4.69316e+07 atomic units
longitudinal mobility: 3.16845e+08 atomic units
transverse mobility: 5.86645e+08 atomic units
longitudinal mobility: 1.3480e+07 cm^2/(V s)
transverse mobility: 2.4958e+07 cm^2/(V s)
thermal mobility anisotropy K: 1.8515
```
